# Step-selected orientation of molybdenum disulfide nuclei: alignment versus length: a numerical check

```python
"""
Result under test: a nucleus touching a step over length L has orientation A
(Mo edge at the step) with probability 1/(1+exp(-(beta_M-beta_S)L/kT)).
During growth the misaligned fraction freezes at Gamma(1+r)*A**(-r), with
r=(beta_M-beta_S)/beta_S and A=nu*kT/(2*v*beta_S).
beta_M, beta_S: binding free energies per length of Mo and S edges (eV/nm);
v: growth speed of the contact length (nm/s); nu: effective attempt rate (1/s)
of undocking events that randomize orientation; g: terrace positions per dock.
All example parameters are round model values, not material constants.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.special import gamma as gamma_function

KB = k / e
T = 1200.0
beta_M, beta_S = 1.0, 0.8
split = beta_M - beta_S
speed, nu = 10.0, 1.0e11
terrace_width, dock_width = 100.0, 0.3
g = int(round(terrace_width / dock_width))
period = 0.32
edge_energy = 4.0
hex_factor = 1.5 * np.sqrt(3.0)
kT = KB * T


def eq_misfit(L, temp=T, splitting=split):
    return 1.0 / (1.0 + np.exp(splitting * L / (KB * temp)))


# --- Atom-by-atom flake near a straight step (toy Morse potential) ---
depth_M, depth_S, morse_d0, morse_range = 0.30, 0.20, 0.25, 0.10


def morse(distance, depth):
    return depth * ((1 - np.exp(-(distance - morse_d0) / morse_range))**2 - 1)


def make_flake(n):
    atoms = {}
    for i in range(-n + 1, n):
        for j in range(-n + 1, n):
            if abs(i + j) > n - 1:
                continue
            cx, cy = period * (i + j / 2), period * j * np.sqrt(3) / 2
            for q in range(6):
                angle = np.pi / 6 + q * np.pi / 3
                x = cx + period / np.sqrt(3) * np.cos(angle)
                y = cy + period / np.sqrt(3) * np.sin(angle)
                key = (int(round(x * 1e5)), int(round(y * 1e4)))
                key = (int(round(x / (period / 2))),
                       int(round(y / (period / (2 * np.sqrt(3))))))
                atoms[key] = (x, y, q % 2)
    return np.array(list(atoms.values()))


def best_binding(depths_below_edge, strengths):
    result = minimize_scalar(
        lambda gap: np.sum(morse(gap + depths_below_edge, strengths)),
        bounds=(0.05, 0.6), method="bounded", options={"xatol": 1e-10})
    return -result.fun


def flake_binding(n, degrees):
    atoms = make_flake(n)
    angle = np.deg2rad(degrees)
    y = np.sin(angle) * atoms[:, 0] + np.cos(angle) * atoms[:, 1]
    # Odd vertex labels include the topmost vertex and form the Mo sublattice.
    strengths = np.where(atoms[:, 2] == 1, depth_M, depth_S)
    return best_binding(y.max() - y, strengths)


rows = np.arange(60) * period * np.sqrt(3) / 2
ribbon_depths = np.concatenate([rows, rows + period / (2 * np.sqrt(3))])
ribbon_M = best_binding(ribbon_depths, np.repeat([depth_M, depth_S], 60)) / period
ribbon_S = best_binding(ribbon_depths, np.repeat([depth_S, depth_M], 60)) / period
sizes = np.array([12, 18, 24])
differences = np.array([flake_binding(n, 0) - flake_binding(n, 180) for n in sizes])
flake_slope = (differences[2] - differences[0]) / (12 * period)
corner_constant = differences[2] - flake_slope * 24 * period
assert abs(flake_slope / (ribbon_M - ribbon_S) - 1) < 0.02
assert abs(differences[0] - 2 * differences[1] + differences[2]) < 0.01 * abs(differences[2])
assert abs(flake_binding(12, 0) - flake_binding(12, 120)) < 1e-7
assert abs(flake_binding(12, 60) - flake_binding(12, 180)) < 1e-7


# --- Equilibrium including terrace wandering, tested by hopping kinetics ---
def full_alignment(L):
    wM, wS = np.exp(beta_M * L / kT), np.exp(beta_S * L / kT)
    return (wM + g) / (wM + wS + 2 * g)


def hopping_alignment(L):
    size = 2 * (g + 1)
    rate = np.zeros((size, size))  # rate[destination, origin]
    for orientation, beta in enumerate([beta_M, beta_S]):
        rate[2 + orientation, orientation] = np.exp(-beta * L / kT)
        rate[orientation, 2 + orientation] = 1.0
        for position in range(1, g):
            here = 2 * position + orientation
            rate[here + 2, here] = rate[here, here + 2] = 1.0
    for position in range(1, g + 1):
        first = 2 * position
        rate[first, first + 1] = rate[first + 1, first] = 0.1
    rate -= np.diag(rate.sum(axis=0))
    rate[-1, :] = 1.0
    source = np.zeros(size)
    source[-1] = 1.0
    population = np.linalg.solve(rate, source)
    return population[0::2].sum()


for length in [0.5, 1.0, 2.0]:
    assert abs(hopping_alignment(length) - full_alignment(length)) < 1e-6
L99 = kT / split * np.log(99.0)
L999 = kT / split * np.log(999.0)
root99 = brentq(lambda L: full_alignment(L) - 0.99, 1.0, 5.0)
assert abs(root99 - L99) < 1e-3


# --- Shape relaxation of a hexagonal nucleus at fixed area ---
def relaxed_energy(gM, gS, docked, L):
    if docked == "M":
        costs = np.array([gM - beta_M, gS, gM, gS, gM, gS])
    else:
        costs = np.array([gS - beta_S, gM, gS, gM, gS, gM])

    def scaled_energy(free_sides):
        b, c, d = free_sides
        sides = np.array([1.0, b, c, d, 1 + b - d, c + d - 1])
        area = np.sqrt(3) / 4 * ((1 + b + c)**2 - 1 - c*c - sides[4]**2)
        if np.any(sides <= 0) or area <= 0:
            return 1e6
        return costs @ sides * np.sqrt(hex_factor * L * L / area)

    result = minimize(scaled_energy, [0.95, 1.0, 0.98], method="Nelder-Mead",
                      options={"xatol": 1e-9, "fatol": 1e-11, "maxiter": 4000})
    assert result.success
    return result.fun


def shape_formula(beta, L):
    x = beta / edge_energy
    return 6 * edge_energy * L * np.sqrt(1 - x / 3 - x * x / 6)


EA = relaxed_energy(edge_energy, edge_energy, "M", 1.0)
EB = relaxed_energy(edge_energy, edge_energy, "S", 1.0)
assert abs(EA - shape_formula(beta_M, 1.0)) < 1e-6
assert abs(EB - shape_formula(beta_S, 1.0)) < 1e-6
relaxed_split = EB - EA
EA2 = relaxed_energy(edge_energy, edge_energy, "M", 2.0)
EB2 = relaxed_energy(edge_energy, edge_energy, "S", 2.0)
assert abs((EB2 - EA2) / 2 - relaxed_split) < 1e-6
gS_neutral = (edge_energy * (2 * beta_S + beta_M)
              - (beta_M**2 - beta_S**2) / 2) / (2 * beta_M + beta_S)
neutral_split = (relaxed_energy(edge_energy, gS_neutral, "S", 1.0)
                 - relaxed_energy(edge_energy, gS_neutral, "M", 1.0))
assert abs(neutral_split) < 1e-6
gS_reversed = 3.5
reversed_split = (relaxed_energy(edge_energy, gS_reversed, "S", 1.0)
                  - relaxed_energy(edge_energy, gS_reversed, "M", 1.0))
assert relaxed_split > split and reversed_split < 0


# --- Freezing of orientation during growth ---
def grown_misfit(v=speed, temp=T, start=None, rotation_barrier=0.0):
    thermal = KB * temp

    def rates(L):
        factor = nu / (2 * v) * np.exp(-rotation_barrier * hex_factor * L * L / thermal)
        return factor * np.exp(-beta_M * L / thermal), factor * np.exp(-beta_S * L / thermal)

    def change(L, eta):
        leave_A, leave_B = rates(L)
        return leave_A * (1 - eta) - leave_B * eta

    def jacobian(L, eta):
        return np.array([[-sum(rates(L))]])

    initial = eq_misfit(1.0, temp) if start is None else start
    solution = solve_ivp(change, (1.0, 8.0), [initial], method="Radau",
                         jac=jacobian, rtol=1e-8, atol=1e-12)
    assert solution.success
    return solution.y[0, -1]


ratio = split / beta_S
A = nu * kT / (2 * speed * beta_S)
L_freeze = kT / beta_S * np.log(A)
eta_closed = gamma_function(1 + ratio) * A**(-ratio)
eta_growth = grown_misfit()
assert abs(eta_closed / eta_growth - 1) < 0.02  # neglected terms are of order eta
assert abs(grown_misfit(start=0.5) / eta_growth - 1) < 1e-4

grid = np.linspace(1.0, 8.0, 40001)
kappa = nu / (2 * speed) * (np.exp(-beta_M * grid / kT) + np.exp(-beta_S * grid / kT))
remaining = -cumulative_trapezoid(kappa[::-1], grid[::-1], initial=0)[::-1]
eta_memory = trapezoid(eq_misfit(grid) * kappa * np.exp(-remaining), grid)
assert abs(eta_memory / eta_growth - 1) < 1e-3

eta_fast = grown_misfit(v=10 * speed)
speed_exponent = np.log10(eta_fast / eta_growth)
assert abs(speed_exponent - ratio) < 0.01
T_cool = 1000.0
eta_cool = grown_misfit(temp=T_cool)
assert abs(eta_cool / eta_growth - (T / T_cool)**ratio) < 0.01

# Sizes of effects left out of the closed growth law.
barrier_density = 0.02
eta_barrier = grown_misfit(rotation_barrier=barrier_density)
eta_rows = eq_misfit(3 * period)
for number in range(3, 31):
    L = number * period
    relaxation = nu / 2 * (np.exp(-beta_M * L / kT) + np.exp(-beta_S * L / kT))
    target = eq_misfit(L)
    eta_rows = target + (eta_rows - target) * np.exp(-relaxation * period / speed)
terrace_share = 0.05
eta_with_terrace = (1 - terrace_share) * eta_growth + terrace_share / 2
terrace_cancel = split / (hex_factor * L_freeze)
wander_length = kT / beta_S * np.log(g)
wander_extra = (1 - full_alignment(L_freeze)) - eq_misfit(L_freeze)

print(f"Temperature: {T:.0f} K; thermal energy: {kT:.4f} eV")
print(f"Binding of Mo edge, S edge: {beta_M:.2f}, {beta_S:.2f} eV/nm")
print(f"Binding splitting: {split:.2f} eV/nm")
print(f"Decay length kT/splitting: {kT/split:.3f} nm")
print(f"Growth speed: {speed:.1f} nm/s; attempt rate: {nu:.1e} 1/s")
print(f"Terrace width, dock width: {terrace_width:.0f}, {dock_width:.1f} nm")
print(f"Terrace positions per dock: {g:d}")
for length in [0.5, 1.0, 2.0, 3.0, 4.0]:
    print(f"L={length:.1f} nm: aligned, docked law {100*(1-eq_misfit(length)):.3f} %; "
          f"with wandering {100*full_alignment(length):.3f} %")
print(f"Length for 99 % alignment: {L99:.3f} nm = {10*L99:.2f} angstrom")
print(f"Length for 99.9 % alignment: {L999:.3f} nm")
print(f"Toy flake: Mo, S ribbon binding {ribbon_M:.4f}, {ribbon_S:.4f} eV/nm")
print(f"Toy flake: ribbon splitting {ribbon_M-ribbon_S:.4f} eV/nm")
print(f"Toy flake: splitting from flake sizes {flake_slope:.4f} eV/nm")
print(f"Toy flake: corner constant {corner_constant:.4f} eV")
print(f"Freezing number A: {A:.3e} (dimensionless)")
print(f"Exponent r: {ratio:.3f} (dimensionless)")
print(f"Gamma(1+r): {gamma_function(1+ratio):.4f} (dimensionless)")
print(f"Freezing length: {L_freeze:.3f} nm")
print(f"S-edge undocking energy at freezing: {beta_S*L_freeze:.3f} eV")
print(f"Equilibrium misaligned at freezing length: {100*eq_misfit(L_freeze):.3f} %")
print(f"Final misaligned, closed law: {100*eta_closed:.3f} %")
print(f"Final misaligned, rate equation: {100*eta_growth:.3f} %")
print(f"Final misaligned, memory integral: {100*eta_memory:.3f} %")
print(f"Final aligned, rate equation: {100*(1-eta_growth):.3f} %")
print(f"Final misaligned at {10*speed:.0f} nm/s: {100*eta_fast:.3f} %")
print(f"Numerical growth-speed exponent: {speed_exponent:.4f} (dimensionless)")
print(f"Final misaligned at {T_cool:.0f} K: {100*eta_cool:.3f} %")
print(f"Fixed-length misaligned at {T_cool:.0f} K, same L: "
      f"{100*eq_misfit(L_freeze,T_cool):.3f} %")
print(f"Wandering crossover length: {wander_length:.3f} nm")
print(f"Wandering addition at freezing: {100*wander_extra:.2e} percentage points")
print(f"Free-edge energy in shape test: {edge_energy:.2f} eV/nm")
print(f"Relaxed-shape splitting: {relaxed_split:.4f} eV/nm")
print(f"Relaxed-shape equilibrium misaligned at freezing length: "
      f"{100*eq_misfit(L_freeze,splitting=relaxed_split):.3f} %")
print(f"S free-edge energy for no preference: {gS_neutral:.3f} eV/nm")
print(f"Splitting for S free-edge energy {gS_reversed:.2f} eV/nm: "
      f"{reversed_split:.4f} eV/nm")
print(f"Row period: {period:.2f} nm; rows at freezing: {L_freeze/period:.2f}")
print(f"Final misaligned with row-by-row growth: {100*eta_rows:.3f} %")
print(f"Rotation barrier per area: {barrier_density:.3f} eV/nm2")
print(f"Final misaligned with rotation barrier: {100*eta_barrier:.3f} %")
print(f"Opposing terrace preference that cancels step bias at freezing: "
      f"{1000*terrace_cancel:.2f} meV/nm2")
print(f"Assumed share born away from steps: {100*terrace_share:.1f} %")
print(f"Total misaligned with that share: {100*eta_with_terrace:.3f} %")
print("every check passed")
```

Printed output:

```
Temperature: 1200 K; thermal energy: 0.1034 eV
Binding of Mo edge, S edge: 1.00, 0.80 eV/nm
Binding splitting: 0.20 eV/nm
Decay length kT/splitting: 0.517 nm
Growth speed: 10.0 nm/s; attempt rate: 1.0e+11 1/s
Terrace width, dock width: 100, 0.3 nm
Terrace positions per dock: 333
L=0.5 nm: aligned, docked law 72.453 %; with wandering 54.645 %
L=1.0 nm: aligned, docked law 87.370 %; with wandering 86.046 %
L=2.0 nm: aligned, docked law 97.953 %; with wandering 97.953 %
L=3.0 nm: aligned, docked law 99.699 %; with wandering 99.699 %
L=4.0 nm: aligned, docked law 99.956 %; with wandering 99.956 %
Length for 99 % alignment: 2.376 nm = 23.76 angstrom
Length for 99.9 % alignment: 3.571 nm
Toy flake: Mo, S ribbon binding 1.5380, 1.4586 eV/nm
Toy flake: ribbon splitting 0.0794 eV/nm
Toy flake: splitting from flake sizes 0.0795 eV/nm
Toy flake: corner constant -0.0982 eV
Freezing number A: 6.463e+08 (dimensionless)
Exponent r: 0.250 (dimensionless)
Gamma(1+r): 0.9064 (dimensionless)
Freezing length: 2.622 nm
S-edge undocking energy at freezing: 2.098 eV
Equilibrium misaligned at freezing length: 0.623 %
Final misaligned, closed law: 0.568 %
Final misaligned, rate equation: 0.564 %
Final misaligned, memory integral: 0.564 %
Final aligned, rate equation: 99.436 %
Final misaligned at 100 nm/s: 0.998 %
Numerical growth-speed exponent: 0.2475 (dimensionless)
Final misaligned at 1000 K: 0.590 %
Fixed-length misaligned at 1000 K, same L: 0.227 %
Wandering crossover length: 0.751 nm
Wandering addition at freezing: 3.17e-07 percentage points
Free-edge energy in shape test: 4.00 eV/nm
Relaxed-shape splitting: 0.2559 eV/nm
Relaxed-shape equilibrium misaligned at freezing length: 0.152 %
S free-edge energy for no preference: 3.650 eV/nm
Splitting for S free-edge energy 3.50 eV/nm: -0.1181 eV/nm
Row period: 0.32 nm; rows at freezing: 8.19
Final misaligned with row-by-row growth: 0.604 %
Rotation barrier per area: 0.020 eV/nm2
Final misaligned with rotation barrier: 1.155 %
Opposing terrace preference that cancels step bias at freezing: 29.36 meV/nm2
Assumed share born away from steps: 5.0 %
Total misaligned with that share: 3.036 %
every check passed
```
